# Hartree-Fock basis error and CABS singles in F12 reaction energies: test program

```python
"""
Result under test: in a double-zeta basis the Hartree-Fock (HF) basis error
exceeds the MP2-F12 correlation basis error for F- + H+ -> HF, and the CABS
singles energy
    E_S = -2 sum_(i,alpha) |F(alpha,i)|^2 / (e_alpha - e_i)
removes most of that HF error.
i: occupied orbitals; alpha: eigenvectors of the Fock matrix F in the space of
orbital-basis virtuals plus complementary auxiliary basis set (CABS).
The geminal is f(r) = -exp(-gamma r)/gamma with fixed cusp amplitudes.
Geminal kernels are expanded in erf(omega r)/r, so that only range-separated
Coulomb integrals are needed.
Algebra is in atomic units; printed energies are in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import cholesky, eigh, solve_triangular
from scipy.special import erf
from pyscf import df, gto, lib, mp, scf

EV = physical_constants["Hartree energy in eV"][0]
OMEGA_SLOT = 8         # position of omega in the libcint environment
GAMMA = 1.0            # inverse bohr
BOND = 0.92            # angstrom
lib.num_threads(1)


def kernel_weights():
    """Weights of 1/r (omega = 0) and erf(omega r)/r for the three kernels
    exp(-gamma r), exp(-2 gamma r), exp(-gamma r)/r."""
    omegas = np.geomspace(0.12, 30.0, 14)
    r = np.geomspace(1e-3, 40.0, 1500)
    targets = np.array([r * np.exp(-GAMMA * r), r * np.exp(-2 * GAMMA * r),
                        np.exp(-GAMMA * r) - 1]).T
    w = np.linalg.lstsq(erf(np.outer(r, omegas)), targets, rcond=1e-12)[0]
    return np.append(0.0, omegas), np.vstack(([0.0, 0.0, 1.0], w))


RANGES, WEIGHTS = kernel_weights()


def molecule(name, basis):
    if name == "HF":
        return gto.M(atom=f"F 0 0 0; H 0 0 {BOND}", basis=basis, verbose=0)
    return gto.M(atom="F 0 0 0", charge=-1, basis=basis, verbose=0)


def exponents(element, basis, ang):
    found = set()
    for shell in gto.basis.load(basis, element):
        if shell[0] == ang:
            found.update(row[0] for row in shell[1:])
    return sorted(found, reverse=True)


def cabs_basis():
    choice = {"F": ["aug-cc-pv5z", "aug-cc-pv5z", "aug-cc-pvqz", "aug-cc-pvtz"],
              "H": ["aug-cc-pvqz", "aug-cc-pvqz", "aug-cc-pvtz"]}
    return {el: [[ang, [ex, 1.0]] for ang, bas in enumerate(sets)
                 for ex in exponents(el, bas, ang)]
            for el, sets in choice.items()}


def mean_field(mol, aux):
    mf = scf.RHF(mol).density_fit(auxbasis=aux)
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6
    mf.kernel()
    assert mf.converged
    return mf


def fitted_integrals(mol, auxmol):
    n = mol.nao_nr()
    raw = df.incore.aux_e2(mol, auxmol, "int3c2e", aosym="s1")
    low = cholesky(auxmol.intor("int2c2e"), lower=True)
    fit = solve_triangular(low, raw.reshape(n * n, -1).T, lower=True)
    return fit.reshape(-1, n, n), low


def four_centre_kernels(mol):
    """Direct four-centre integrals of the three expanded kernels."""
    total = [0.0, 0.0, 0.0]
    for omega, weights in zip(RANGES, WEIGHTS):
        mol._env[OMEGA_SLOT] = omega
        eri = mol.intor("int2e", aosym="s1")
        total = [t + w * eri for t, w in zip(total, weights)]
    mol._env[OMEGA_SLOT] = 0.0
    return total


def geminal_tensors(union, obs_shells, auxmol, co, x, dens):
    """(P i|kernel|Q j) for P, Q in OBS+CABS and active i, j. dens holds the
    Coulomb-fitted pair densities; the error is quadratic in their error."""
    atm, bas, env = gto.conc_env(union._atm, union._bas, union._env,
                                 auxmol._atm, auxmol._bas, auxmol._env)
    nu = union.nbas
    shells = (0, nu, 0, obs_shells, nu, nu + auxmol.nbas)
    three, two = [0.0] * 3, [0.0] * 3
    for omega, weights in zip(RANGES, WEIGHTS):
        env[OMEGA_SLOT] = auxmol._env[OMEGA_SLOT] = omega
        raw = gto.moleintor.getints("int3c2e_sph", atm, bas, env,
                                    shls_slice=shells, comp=1, aosym="s1")
        half = np.tensordot(raw, co, (1, 0))
        metric = auxmol.intor("int2c2e")
        three = [t + w * half for t, w in zip(three, weights)]
        two = [t + w * metric for t, w in zip(two, weights)]
    auxmol._env[OMEGA_SLOT] = 0.0
    shape = (x.shape[1], co.shape[1]) * 2
    result = []
    for t3, t2 in zip(three, two):
        t3 = np.einsum("pLi,pq->Lqi", t3, x, optimize=True)
        part = dens.T @ (t3.reshape(len(dens), -1) - 0.5 * t2 @ dens)
        result.append((part + part.T).reshape(shape))
    return result


def both_electrons(op, pair):
    return (np.einsum("pr,rqij->pqij", op, pair, optimize=True)
            + np.einsum("qr,prij->pqij", op, pair, optimize=True))


def overlap(left, right):
    return np.einsum("pqkl,pqij->klij", left, right, optimize=True)


def analyse(mol, aux):
    mf = mean_field(mol, aux)
    nocc, nb = mol.nelectron // 2, mol.nao_nr()
    nmo = mf.mo_coeff.shape[1]
    elements = [mol.atom_symbol(i) for i in range(mol.natm)]
    extra = gto.M(atom=mol.atom, charge=mol.charge, verbose=0,
                  basis={k: v for k, v in cabs_basis().items() if k in elements})
    union = gto.conc_mol(mol, extra)
    union._atm[mol.natm:, 0] = 0       # the added centres carry no nuclear charge
    n = union.nao_nr()
    s = union.intor("int1e_ovlp")
    h = union.intor("int1e_kin") + union.intor("int1e_nuc")
    assert np.allclose(h[:nb, :nb], mf.get_hcore(), atol=1e-9)
    auxmol = df.addons.make_auxmol(mol, aux)
    fit, low = fitted_integrals(union, auxmol)
    orb = np.zeros((n, nmo))
    orb[:nb] = mf.mo_coeff
    occ, eps = orb[:, :nocc], mf.mo_energy

    def fock(c):
        half = fit @ c
        rho = np.einsum("Lpi,pi->L", half, c)
        exchange = np.tensordot(half, half, ([0, 2], [0, 2]))
        hj = h + 2 * np.tensordot(rho, fit, 1)
        return hj - exchange, hj

    f_ao, hj_ao = fock(occ)

    def complement(keep):
        s12 = orb.T @ s[:, keep]
        w, v = eigh(s[np.ix_(keep, keep)] - s12.T @ s12)
        good = w > 1e-7
        return (np.eye(n)[:, keep] - orb @ s12) @ (v[:, good] / np.sqrt(w[good]))

    def singles(keep):
        vir = np.hstack((orb[:, nocc:], complement(keep)))
        e, v = eigh(vir.T @ f_ao @ vir)
        coupling = occ.T @ f_ao @ vir @ v
        return 2 * np.sum(coupling**2 / (eps[:nocc, None] - e))

    ang = np.array([union.bas_angular(i) for i in range(union.nbas)])
    width = [(2 * a + 1) * union.bas_nctr(i) for i, a in enumerate(ang)]
    ao_ang = np.repeat(ang, width)
    all_cabs = np.arange(nb, n)
    sp_cabs = all_cabs[ao_ang[nb:] <= 1]
    x = np.hstack((orb, complement(all_cabs)))
    m = x.shape[1]
    f, hj = x.T @ f_ao @ x, x.T @ hj_ao @ x
    out = {"hf": mf.e_tot, "singles": singles(all_cabs),
           "singles_sp": singles(sp_cabs), "n_obs": nmo, "n_cabs": m - nmo,
           "f_inside": abs(f[:nocc, nocc:nmo]).max(),
           "f_outside": abs(f[:nocc, nmo:]).max()}

    # Full orbital relaxation in the same one-electron space.
    y, accel, start = np.eye(m)[:, :nocc], lib.diis.DIIS(), None
    for _ in range(80):
        c = x @ y
        fc, _unused = fock(c)
        energy = np.einsum("pi,pq,qi->", c, h + fc, c, optimize=True)
        start = energy if start is None else start
        fx, dm = x.T @ fc @ x, y @ y.T
        err = fx @ dm - dm @ fx
        if abs(err).max() < 1e-6:
            break
        y = eigh(accel.update(fx, xerr=err))[1][:, :nocc]
    assert abs(err).max() < 1e-6
    assert abs(start + mol.energy_nuc() - mf.e_tot) < 1e-6
    out["relax"] = energy - start

    # MP2-F12 for the valence pairs, F 1s frozen.
    act = slice(1, nocc)
    co = mf.mo_coeff[:, act]
    ea = eps[act]
    half = np.einsum("Lpi,pq->Lqi", fit @ orb[:, act], x, optimize=True)
    g = np.tensordot(half, half, (0, 0)).transpose(0, 2, 1, 3)
    dens = solve_triangular(low.T, half.reshape(len(low), -1), lower=False)
    slater, slater2, yukawa = geminal_tensors(union, mol.nbas, auxmol, co, x, dens)
    if mol.natm == 1:
        mo = mf.mo_coeff
        out["geminal_error"] = max(
            abs(np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, mo, co, mo, co,
                          optimize=True) - fitted[:nmo, :, :nmo]).max()
            for eri, fitted in zip(four_centre_kernels(mol),
                                   (slater, slater2, yukawa)))
    r = slater.transpose(0, 2, 1, 3) / -GAMMA
    yuk = yukawa[act][:, :, act]
    sq = slater2[:, :, act]
    not_occ = (np.arange(m) >= nocc).astype(float)
    vir = not_occ * (np.arange(m) < nmo)
    mask = (np.outer(not_occ, not_occ) - np.outer(vir, vir))[:, :, None, None]
    removed = (1 - mask) * r
    v_mat = -yuk.transpose(0, 2, 1, 3) / GAMMA - overlap(removed, g)
    grad2 = sq[act].transpose(1, 2, 0, 3)
    x_mat = grad2 / GAMMA**2 - overlap(removed, r)
    moved = np.einsum("pi,pklj->iklj", hj[:, act], sq, optimize=True) / GAMMA**2
    anti = moved.transpose(1, 2, 0, 3) + np.einsum("jlki->klij", moved)
    b_mat = grad2 + 0.5 * (anti + anti.transpose(2, 3, 0, 1))
    b_mat = b_mat - overlap(r, both_electrons(hj, r))
    b_mat = b_mat + overlap(mask * r, both_electrons(f, mask * r))
    b_mat = b_mat - (ea[:, None] + ea) * x_mat

    def direct(t):
        return np.einsum("ijij->", t)

    def swapped(t):
        return np.einsum("jiij->", t)

    geminal = (1.25 * direct(v_mat) - 0.25 * swapped(v_mat)
               + 7 / 32 * direct(b_mat) + 1 / 32 * swapped(b_mat))
    u = mask * (3 / 8 * r + 1 / 8 * r.transpose(0, 1, 3, 2))
    vs = slice(nocc, nmo)
    ev = eps[nocc:]
    den = (ev[:, None, None, None] + ev[None, :, None, None]
           - ea[None, None, :, None] - ea[None, None, None, :])

    def conventional(w):
        t = -w / den
        return np.sum((2 * t - t.transpose(1, 0, 2, 3)) * w)

    k = g[vs, vs]
    out["mp2"] = conventional(k)
    out["f12"] = conventional(k + both_electrons(f, u)[vs, vs]) + geminal
    return out


# Check the kernel expansions by quadrature over the interelectronic distance.
probe_exp = 0.8
probe = gto.M(atom="He 0 0 0", basis={"He": [[0, [probe_exp, 1.0]]]}, verbose=0)
cases = ((GAMMA, 2), (2 * GAMMA, 2), (GAMMA, 1))
for value, (zeta, power) in zip(four_centre_kernels(probe), cases):
    exact = quad(lambda q: 4 * np.pi * (probe_exp / np.pi)**1.5 * q**power
                 * np.exp(-probe_exp * q * q - zeta * q), 0, np.inf)[0]
    assert abs(value.item() - exact) < 1e-5

names = ("HF", "F-")
big_bases = ("aug-cc-pvtz", "aug-cc-pvqz", "aug-cc-pv5z")
data, hf_big, corr_big, fit_error = {}, {}, {}, {}
for name in names:
    aux = df.addons.make_auxbasis(molecule(name, "aug-cc-pv5z"))
    small = molecule(name, "aug-cc-pvdz")
    data[name] = analyse(small, aux)
    plain = scf.RHF(small).run(conv_tol=1e-10)
    plain_mp2 = mp.MP2(plain, frozen=1).run()
    fit_error[name] = (data[name]["hf"] - plain.e_tot,
                       data[name]["mp2"] - plain_mp2.e_corr)
    assert max(map(abs, fit_error[name])) < 5e-4
    for basis in big_bases:
        mf = mean_field(molecule(name, basis), aux)
        hf_big[name, basis] = mf.e_tot
        corr_big[name, basis] = mp.MP2(mf, frozen=1).run().e_corr

err = {}
for name in names:
    d = data[name]
    hf_ref = hf_big[name, big_bases[2]]
    c4, c5 = (corr_big[name, b] for b in big_bases[1:])
    corr_ref = (5**3 * c5 - 4**3 * c4) / (5**3 - 4**3)
    d["hf_ref"], d["corr_ref"] = hf_ref, corr_ref
    err[name] = np.array([d["hf"] - hf_ref, d["hf"] + d["singles"] - hf_ref,
                          d["mp2"] - corr_ref, d["f12"] - corr_ref])
err["reaction"] = err["HF"] - err["F-"]

print(f"HF bond length: {BOND:.2f} angstrom")
print(f"Geminal exponent gamma: {GAMMA:.2f} inverse bohr")
for name in names:
    d = data[name]
    print(f"{name}: OBS functions {d['n_obs']}, CABS functions {d['n_cabs']}")
    print(f"{name}: HF energy, aug-cc-pVDZ {d['hf']*EV:.4f} eV")
    print(f"{name}: HF energy, aug-cc-pV5Z {d['hf_ref']*EV:.4f} eV")
    print(f"{name}: MP2 correlation, aug-cc-pVDZ {d['mp2']*EV:.4f} eV")
    print(f"{name}: MP2-F12 correlation, aug-cc-pVDZ {d['f12']*EV:.4f} eV")
    print(f"{name}: MP2 correlation reference {d['corr_ref']*EV:.4f} eV")
    print(f"{name}: largest |F_ai| inside OBS {d['f_inside']*EV:.1e} eV")
    print(f"{name}: largest |F_xi| to CABS {d['f_outside']*EV:.3f} eV")
    print(f"{name}: CABS singles, all functions {d['singles']*EV:.4f} eV")
    print(f"{name}: CABS singles, s and p CABS only {d['singles_sp']*EV:.4f} eV")
    print(f"{name}: full SCF relaxation in OBS+CABS {d['relax']*EV:.4f} eV")
    print(f"{name}: fitting error HF, MP2 {fit_error[name][0]*EV:.5f}, "
          f"{fit_error[name][1]*EV:.5f} eV")
labels = ("HF error", "HF+singles error", "MP2 correlation error",
          "F12 correlation error")
for name in ("HF", "F-", "reaction"):
    for label, value in zip(labels, err[name]):
        print(f"{name}: {label} {value*EV:.4f} eV")
    print(f"{name}: HF error reduction factor {abs(err[name][0]/err[name][1]):.2f}")
for basis in big_bases[:2]:
    change = ((hf_big["HF", basis] - hf_big["HF", big_bases[2]])
              - (hf_big["F-", basis] - hf_big["F-", big_bases[2]]))
    print(f"reaction: HF error in {basis} {change*EV:.4f} eV")
de_ref = sum((data["HF"][q] - data["F-"][q]) for q in ("hf_ref", "corr_ref"))
de_f12 = sum((data["HF"][q] - data["F-"][q]) for q in ("hf", "f12"))
de_cor = de_f12 + data["HF"]["singles"] - data["F-"]["singles"]
print(f"reaction energy, reference {de_ref*EV:.4f} eV")
print(f"reaction energy, F12 without singles {de_f12*EV:.4f} eV")
print(f"reaction energy, F12 with singles {de_cor*EV:.4f} eV")
print(f"F-: largest geminal fitting error {data['F-']['geminal_error']:.1e} "
      "atomic units", flush=True)

assert data["F-"]["geminal_error"] < 2e-4
for name in names:
    d, e = data[name], err[name]
    assert d["f_inside"] < 1e-5 < d["f_outside"]
    assert abs(d["singles"] / d["relax"] - 1) < 0.20
    assert abs(e[1]) < 0.5 * abs(e[0])
    assert abs(e[3]) < 0.25 * abs(e[2])
    assert abs(e[0]) > abs(e[3])
assert abs(data["F-"]["singles"] - data["F-"]["singles_sp"]) < 1e-6
assert abs(data["HF"]["singles"] - data["HF"]["singles_sp"]) > 1e-4
assert abs(err["reaction"][0]) > abs(err["reaction"][3])
assert abs(err["reaction"][1]) < 0.5 * abs(err["reaction"][0])
print("tests ok")
```

It prints:

```
HF bond length: 0.92 angstrom
Geminal exponent gamma: 1.00 inverse bohr
HF: OBS functions 32, CABS functions 105
HF: HF energy, aug-cc-pVDZ -2722.0458 eV
HF: HF energy, aug-cc-pV5Z -2723.0548 eV
HF: MP2 correlation, aug-cc-pVDZ -6.0525 eV
HF: MP2-F12 correlation, aug-cc-pVDZ -8.3843 eV
HF: MP2 correlation reference -8.6785 eV
HF: largest |F_ai| inside OBS 2.6e-07 eV
HF: largest |F_xi| to CABS 138.429 eV
HF: CABS singles, all functions -0.9730 eV
HF: CABS singles, s and p CABS only -0.9353 eV
HF: full SCF relaxation in OBS+CABS -1.0040 eV
HF: fitting error HF, MP2 -0.00008, 0.00054 eV
F-: OBS functions 23, CABS functions 76
F-: HF energy, aug-cc-pVDZ -2705.5817 eV
F-: HF energy, aug-cc-pV5Z -2706.4243 eV
F-: MP2 correlation, aug-cc-pVDZ -6.4658 eV
F-: MP2-F12 correlation, aug-cc-pVDZ -8.8054 eV
F-: MP2 correlation reference -9.1308 eV
F-: largest |F_ai| inside OBS 5.6e-08 eV
F-: largest |F_xi| to CABS 188.563 eV
F-: CABS singles, all functions -0.8244 eV
F-: CABS singles, s and p CABS only -0.8244 eV
F-: full SCF relaxation in OBS+CABS -0.8427 eV
F-: fitting error HF, MP2 -0.00030, 0.00139 eV
HF: HF error 1.0090 eV
HF: HF+singles error 0.0360 eV
HF: MP2 correlation error 2.6259 eV
HF: F12 correlation error 0.2941 eV
HF: HF error reduction factor 28.05
F-: HF error 0.8426 eV
F-: HF+singles error 0.0183 eV
F-: MP2 correlation error 2.6649 eV
F-: F12 correlation error 0.3254 eV
F-: HF error reduction factor 46.15
reaction: HF error 0.1664 eV
reaction: HF+singles error 0.0177 eV
reaction: MP2 correlation error -0.0390 eV
reaction: F12 correlation error -0.0312 eV
reaction: HF error reduction factor 9.39
reaction: HF error in aug-cc-pvtz 0.0282 eV
reaction: HF error in aug-cc-pvqz 0.0058 eV
reaction energy, reference -16.1781 eV
reaction energy, F12 without singles -16.0430 eV
reaction energy, F12 with singles -16.1917 eV
F-: largest geminal fitting error 6.6e-05 atomic units
tests ok
```
